# Phonon Caroli formula and transmission across a junction of harmonic chains: a program that tests the result

```python
# Phonon Caroli formula and the junction of two harmonic chains (Hartree atomic units, hbar=1).
# Under test: J = int_0^inf dw/(2 pi) w T(w) [n_L-n_R], T = Tr[Gam_L G Gam_R G^+],
#   G = [w^2 - D_C - Sig_L - Sig_R]^-1 (mass-weighted), Gam = i(Sig - Sig^+).
# Chains (mL,kL), (mR,kR) joined by spring kc: T = 4 YL YR/((YL+YR)^2 + w^2 kappa^2),
#   Y = cos(q/2)/Z, Z = sqrt(k m), w = wm sin(q/2), wm = 2 sqrt(k/m),
#   kappa = 1/kc - 1/(2kL) - 1/(2kR); T = T0 (1 + C w^2), T0 = 4 ZL ZR/(ZL+ZR)^2.
# A network is (centre masses, centre stiffness matrix, leads (side, atom, m, k)).
import numpy as np
from scipy import constants as sc
from scipy.linalg import block_diag
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

pc = sc.physical_constants
kB = pc['kelvin-hartree relationship'][0]
watt = pc['Hartree energy'][0] / pc['atomic unit of time'][0]
mL, kL, mR, kR, kc = 2.0e4, 0.08, 1.0e5, 0.10, 0.02
ZL, ZR = np.sqrt(kL * mL), np.sqrt(kR * mR)
wL, wR = 2 * np.sqrt(kL / mL), 2 * np.sqrt(kR / mR)
occ = lambda w, T: 0.5 / np.tanh(w / (2 * kB * T))      # n + 1/2

def bloch(w, m, k):                # outgoing or decaying factor per site
    s = w / (2 * np.sqrt(k / m))
    if s < 1:
        return np.exp(2j * np.arcsin(s))
    c = 1 - 2 * s * s
    return complex(c + np.sqrt(c * c - 1))

def g_formula(w, m, k):
    return -(m / k) * bloch(w, m, k)

def g_decimation(w, m, k):         # Sancho-Rubio, broadening 1e-7 w
    z = (w * (1 + 1e-7j)) ** 2
    es = e = 2 * k / m
    a = -k / m
    for _ in range(200):
        g = 1 / (z - e)
        es, e, a = es + a * g * a, e + 2 * a * g * a, a * g * a
        if abs(a) < 1e-18 * k / m:
            break
    return 1 / (z - es)

def green(net, w, gfun):
    M, K, leads = net
    D = K / np.sqrt(np.outer(M, M))
    Sig = {s: np.zeros(K.shape, complex) for s in 'LR'}
    for s, i, m, k in leads:
        D[i, i] += k / M[i]
        Sig[s][i, i] += k * k / (m * M[i]) * gfun(w, m, k)
    G = np.linalg.inv(w * w * np.eye(len(M)) - D - Sig['L'] - Sig['R'])
    return G, Sig, {s: 1j * (Sig[s] - Sig[s].conj().T) for s in 'LR'}

def caroli(net, w, gfun=g_formula):
    G, _, Gam = green(net, w, gfun)
    return np.trace(Gam['L'] @ G @ Gam['R'] @ G.conj().T).real

def matching(net, w):              # Newton equations with plane waves x_n = in*lam^-n + out*lam^n
    M, K, leads = net
    n = len(M)
    lam = [bloch(w, m, k) for _, _, m, k in leads]
    A = np.zeros((n + len(leads),) * 2, complex)
    A[:n, :n] = K - w * w * np.diag(M)
    for a, (s, i, m, k) in enumerate(leads):
        A[i, i] += k
        A[i, n + a] = -k * lam[a]
        A[n + a, i] = -k
        A[n + a, n + a] = (2 * k - m * w * w) * lam[a] - k * lam[a] ** 2
    flux = np.array([l[3] * x.imag for l, x in zip(leads, lam)])
    right = np.array([l[0] == 'R' for l in leads])
    trans = total = opened = 0
    for a, (s, i, m, k) in enumerate(leads):
        if s == 'L' and flux[a] > 0:
            b = np.zeros(len(A), complex)
            b[i] = k / lam[a]
            b[n + a] = -((2 * k - m * w * w) / lam[a] - k / lam[a] ** 2)
            out = flux * abs(np.linalg.solve(A, b)[n:]) ** 2 / flux[a]
            trans, total, opened = trans + out[right].sum(), total + out.sum(), opened + 1
    return trans, total, opened

def junction(m1, k1, m2, k2, k12, pin=0.0, extra=0):
    M = np.array([m1] * (extra + 1) + [m2] * (extra + 1))
    K = np.zeros((len(M), len(M)))
    for i, k in enumerate([k1] * extra + [k12] + [k2] * extra):
        K[i:i + 2, i:i + 2] += k * np.array([[1, -1], [-1, 1]])
    K[extra, extra] += pin
    return M, K, [('L', 0, m1, k1), ('R', len(M) - 1, m2, k2)]

def closed(w, m1=mL, k1=kL, m2=mR, k2=kR, k12=kc):
    Y1 = np.sqrt(1 - w * w * m1 / (4 * k1)) / np.sqrt(k1 * m1)
    Y2 = np.sqrt(1 - w * w * m2 / (4 * k2)) / np.sqrt(k2 * m2)
    return 4 * Y1 * Y2 / ((Y1 + Y2) ** 2 + (w * (1 / k12 - 0.5 / k1 - 0.5 / k2)) ** 2)

def lead_matrix(N, m, k):          # site 0 next to the centre, far end free
    D = (k / m) * (2 * np.eye(N) - np.eye(N, k=1) - np.eye(N, k=-1))
    D[-1, -1] = k / m
    return D

def band_nodes(wm, n):             # Gauss-Legendre nodes in theta, w = wm sin(theta)
    x, wt = np.polynomial.legendre.leggauss(n)
    th = np.pi / 4 * (x + 1)
    return wm * np.sin(th), wt * np.pi / 4 * wm * np.cos(th)

# surface Green function, and Gamma = 2 w v with v from a finite difference
grid = np.linspace(0.031, 0.963, 9)
for f in list(grid) + [1.2, 1.7]:
    assert abs(g_decimation(f * wL, mL, kL) / g_formula(f * wL, mL, kL) - 1) < 1e-5
for q in (0.3, 1.1, 2.5):
    disp = lambda y: np.sqrt(2 * kL / mL * (1 - np.cos(y)))
    v = (disp(q + 1e-5) - disp(q - 1e-5)) / 2e-5
    gam = -2 * (kL / mL) ** 2 * g_decimation(disp(q), mL, kL).imag
    assert abs(gam / (2 * disp(q) * v) - 1) < 1e-5
# noise: finite-lead mode sum against the transform of Gamma (n + 1/2)
ev, U = np.linalg.eigh(lead_matrix(300, mL, kL))
wk = np.sqrt(ev)
wn, ww = band_nodes(wL, 400)
gn = np.array([-2 * (kL / mL) ** 2 * g_formula(x, mL, kL).imag for x in wn])
mode_sum = lambda t: (kL / mL) ** 2 * np.sum(U[0] ** 2 * occ(wk, 300) / wk * np.cos(wk * t))
for t in (0.0, 1e3, 2e4):
    assert abs(mode_sum(t) - np.sum(ww * gn * occ(wn, 300) * np.cos(wn * t)) / np.pi) < 1e-8 * mode_sum(0)
# four-lead random network
rng = np.random.default_rng(1)
S = np.triu(rng.uniform(0.01, 0.1, (4, 4)), 1)
S = S + S.T
net4 = (rng.uniform(2e4, 8e4, 4), np.diag(S.sum(1)) - S,
        [('L', 0, 2e4, .08), ('L', 1, 3e4, .05), ('R', 2, 1e5, .1), ('R', 3, 5e4, .06)])
for w in (0.37e-3, 1.3e-3, 2.1e-3):
    tr, tot, op = matching(net4, w)
    G, Sig, Gam = green(net4, w, g_decimation)
    Gd = G.conj().T
    assert abs(caroli(net4, w, g_decimation) - tr) < 1e-5 and abs(tot - op) < 1e-9
    assert abs(G - Gd + 1j * G @ (Gam['L'] + Gam['R']) @ Gd).max() < 1e-9 * abs(G).max()
    assert abs(np.trace(Gam['R'] @ G @ Gam['L'] @ Gd).real - tr) < 1e-5
# closed form, partition independence, stop band
for p in [(mL, kL, mR, kR, kc), (9e4, .03, 1e4, .2, .5), (3e4, .05, 3e4, .05, .05)]:
    top = min(2 * np.sqrt(p[1] / p[0]), 2 * np.sqrt(p[3] / p[2]))
    for f in grid:
        ref = matching(junction(*p), f * top)[0]
        assert abs(closed(f * top, *p) - ref) < 1e-9
        assert abs(caroli(junction(*p), f * top, g_decimation) - ref) < 1e-5
        assert abs(caroli(junction(*p, extra=3), f * top) - ref) < 1e-9
net = junction(mL, kL, mR, kR, kc)
assert caroli(net, 1.3 * wR, g_decimation) < 1e-5
# low-frequency limit, curvature, best spring, pinning
T0 = 4 * ZL * ZR / (ZL + ZR) ** 2
kappa = 1 / kc - 0.5 / kL - 0.5 / kR
wstar = (1 / ZL + 1 / ZR) / abs(kappa)
Cdisp = (ZL - ZR) / (ZL + ZR) * (0.5 / wR ** 2 - 0.5 / wL ** 2)
C = Cdisp - 1 / wstar ** 2
kbest = 2 * kL * kR / (kL + kR)
Tm = lambda w, k12, pin=0.0: matching(junction(mL, kL, mR, kR, k12, pin), w)[0]
for k12 in (0.005, kc, 1.0):
    assert abs(Tm(1e-6, k12) - T0) < 1e-4
Cnum = (Tm(1e-5, kc) / T0 - 1) / 1e-10
assert abs(Cnum / C - 1) < 1e-3
assert abs((Tm(1e-5, kbest) / T0 - 1) / 1e-10 / Cdisp - 1) < 1e-3
for w in (0.5e-3, 1.7e-3):
    r = minimize_scalar(lambda y: -Tm(w, np.exp(y)), bounds=(-5, 0), method='bounded',
                        options={'xatol': 1e-9})
    assert abs(np.exp(r.x) / kbest - 1) < 1e-4
k0, wp = 0.01, 1e-6
Tpin, Tpin_law = Tm(wp, kc, k0), 4 * ZL * ZR * wp ** 2 / k0 ** 2
assert abs(Tpin / Tpin_law - 1) < 2e-3

# exact time evolution of a finite chain, Hann average before any echo returns
def evolve(k12, temps, NL=500, NR=250):
    DC = np.array([[(kL + k12) / mL, -k12 / np.sqrt(mL * mR)],
                   [-k12 / np.sqrt(mL * mR), (kR + k12) / mR]])
    blocks = [lead_matrix(NL, mL, kL), DC, lead_matrix(NR, mR, kR)]
    D = block_diag(*blocks)
    D[0, NL] = D[NL, 0] = -kL / mL
    D[NL + 1, NL + 2] = D[NL + 2, NL + 1] = -kR / mR
    e, V = np.linalg.eigh(D)
    w = np.sqrt(np.clip(e, 0, None))
    parts = [np.linalg.eigh(b) for b in blocks]
    w0 = np.sqrt(np.concatenate([p[0] for p in parts]))
    W = V.T @ block_diag(*[p[1] for p in parts])
    t = np.arange(1e5, 4e5, 300.0)[:, None]
    hann = np.hanning(len(t))
    hann /= hann.sum()
    rows = {i: [(f * V[i]) @ W for f in (np.cos(w * t), t * np.sinc(w * t / np.pi),
                                         -w * np.sin(w * t))] for i in (0, NL)}
    res = []
    for Ta, Tc, Tb in temps:
        N = occ(w0, np.concatenate([[Ta] * NL, [Tc] * 2, [Tb] * NR]))
        vu = lambda i, j: hann @ ((rows[i][2] * rows[j][0]) @ (N / w0)
                                  + (rows[i][0] * rows[j][1]) @ (N * w0))
        res.append((kL / mL * (vu(NL, 0) - vu(NL, NL)), -kL / mL * vu(0, NL)))
    return res, w.max()

def landauer(k12, Ta, Tb):
    x, wt = band_nodes(wR, 200)
    nt = junction(mL, kL, mR, kR, k12)
    tr = np.array([caroli(nt, y) for y in x])
    return np.sum(wt * x * tr * (occ(x, Ta) - occ(x, Tb))) / (2 * np.pi)

drift = lambda Ta, Tb: -kL * kB * (ZL * Ta + ZR * Tb) / (ZL + ZR) ** 2
TL, TR, kstiff = 400.0, 200.0, 0.5
J, Jstiff = landauer(kc, TL, TR), landauer(kstiff, TL, TR)
(neq, hot, eq), wtop = evolve(kc, [(TL, 300., TR), (TL, 900., TR), (300., 300., 300.)])
(stiff,), wbound = evolve(kstiff, [(TL, 300., TR)])
assert abs(neq[0] / J - 1) < 3e-3 and abs(hot[0] / J - 1) < 3e-3 and abs(eq[0]) < 3e-3 * J
assert abs((neq[1] - neq[0]) / drift(TL, TR) - 1) < 3e-3
assert abs(eq[1] / drift(300, 300) - 1) < 3e-3
assert wtop < wL < 1.1 * wL < wbound and abs(stiff[0] / Jstiff - 1) < 3e-3
# conductance and its limits
xn, xw = band_nodes(wR, 600)
cond = lambda T: kB / (2 * np.pi) * np.sum(
    xw * closed(xn) * (xn / (2 * kB * T) / np.sinh(xn / (2 * kB * T))) ** 2)
K0 = lambda T: T0 * np.pi * kB ** 2 * T / 6
corr = lambda T: 0.8 * np.pi ** 2 * C * (kB * T) ** 2
rest = lambda T: cond(T) / K0(T) - 1 - corr(T)
assert abs(rest(10.)) < 1e-3 and 13 < rest(10.) / rest(5.) < 17
assert abs(landauer(kc, 300.5, 299.5) / cond(300.) - 1) < 1e-5
area = quad(closed, 0, wR, epsabs=1e-14, limit=200)[0]
Kcl = kB * area / (2 * np.pi)
assert abs(cond(1e5) / Kcl - 1) < 1e-5

w = 1e-3
G, Sig, Gam = green(net, w, g_formula)
print(f"mL = {mL:.0f} m_e, kL = {kL} Eh/bohr^2; mR = {mR:.0f} m_e, kR = {kR} Eh/bohr^2")
print(f"kc = {kc} Eh/bohr^2; kB = {kB:.6e} Eh/K; a.u. of power = {watt:.6e} W")
print(f"ZL = {ZL:.4f}, ZR = {ZR:.4f} a.u.; band tops wL = {wL:.4e}, wR = {wR:.4e} Eh")
print(f"T0 = {T0:.6f}; kappa = {kappa:.4f} bohr^2/Eh; w* = {wstar:.5e} Eh")
print(f"C: dispersion part {Cdisp:.5e}, spring part {-1 / wstar ** 2:.5e} Eh^-2")
print(f"C = {C:.5e} Eh^-2; from wave matching at w=1e-5 Eh: {Cnum:.5e} Eh^-2")
print(f"best junction spring = {kbest:.6f} Eh/bohr^2")
print(f"-- at w = {w:.1e} Eh --")
for s, i, wm, Z in (('L', 0, wL, ZL), ('R', 1, wR, ZR)):
    q = 2 * np.arcsin(w / wm)
    print(f"q{s} = {q:.6f} rad/site, cos(q/2) = {np.cos(q / 2):.6f}, Y{s} = {np.cos(q / 2) / Z:.6e} a.u.")
    print(f"Sigma{s} = {Sig[s][i, i]:.5e} Eh^2, Gamma{s} = {Gam[s][i, i].real:.5e} Eh^2")
print(f"G01 = {G[0, 1]:.5e} Eh^-2, |G01|^2 = {abs(G[0, 1]) ** 2:.5e} Eh^-4")
print(f"w*kappa = {w * kappa:.5e} a.u.")
print(f"T: Caroli {caroli(net, w):.6f}, closed {closed(w):.6f}, matching {Tm(w, kc):.6f}")
print("-- w (Eh), T for kc, T for best spring --")
for x in (1e-5, 2.5e-4, 5e-4, 1e-3, 1.5e-3, 1.9e-3, 2.5e-3):
    print(f"{x:.2e}  {caroli(net, x):.6f}  {Tm(x, kbest):.6f}")
print(f"pinned k0 = {k0} Eh/bohr^2, w = {wp:.0e} Eh: T = {Tpin:.5e}, law {Tpin_law:.5e}")
for T in (10., 300.):
    print(f"K({T:.0f} K) = {cond(T):.5e} a.u./K = {cond(T) * watt * 1e12:.4f} pW/K, kBT = {kB * T:.5e} Eh")
print(f"10 K: quantum pi kB^2 T/6 = {K0(10.) / T0:.5e}, times T0 = {K0(10.):.5e} a.u./K")
print(f"10 K: K/(T0*quantum) = {cond(10.) / K0(10.):.5f}, series 1+corr = {1 + corr(10.):.5f}")
print(f"integral of T dw = {area:.5e} Eh; classical K = {Kcl:.5e} a.u./K = {Kcl * watt * 1e12:.4f} pW/K")
print(f"-- TL = {TL:.0f} K, TR = {TR:.0f} K; chain 500+2+250 atoms, t = 1e5..4e5 a.u. --")
print(f"J Caroli = {J:.5e} a.u. = {J * watt * 1e9:.4f} nW")
print(f"J evolution = {neq[0]:.5e} a.u.; centre started at 900 K: {hot[0]:.5e} a.u.")
print(f"-d<H_L>/dt = {neq[1]:.5e} a.u.; minus J = {neq[1] - neq[0]:.5e}, drift law {drift(TL, TR):.5e} a.u.")
print(f"equilibrium 300 K: J = {eq[0]:.1e}, -d<H_L>/dt = {eq[1]:.5e}, law {drift(300, 300):.5e} a.u.")
print(f"kc = {kstiff} Eh/bohr^2: localized mode at {wbound:.5e} Eh")
print(f"  J Caroli = {Jstiff:.5e}, J evolution = {stiff[0]:.5e} a.u.")
print("ALL CHECKS PASSED")
```

Output:

```
mL = 20000 m_e, kL = 0.08 Eh/bohr^2; mR = 100000 m_e, kR = 0.1 Eh/bohr^2
kc = 0.02 Eh/bohr^2; kB = 3.166812e-06 Eh/K; a.u. of power = 1.802378e-01 W
ZL = 40.0000, ZR = 100.0000 a.u.; band tops wL = 4.0000e-03, wR = 2.0000e-03 Eh
T0 = 0.816327; kappa = 38.7500 bohr^2/Eh; w* = 9.03226e-04 Eh
C: dispersion part -4.01786e+04, spring part -1.22577e+06 Eh^-2
C = -1.26594e+06 Eh^-2; from wave matching at w=1e-5 Eh: -1.26580e+06 Eh^-2
best junction spring = 0.088889 Eh/bohr^2
-- at w = 1.0e-03 Eh --
qL = 0.505361 rad/site, cos(q/2) = 0.968246, YL = 2.420615e-02 a.u.
SigmaL = -3.50000e-06-1.93649e-06j Eh^2, GammaL = 3.87298e-06 Eh^2
qR = 1.047198 rad/site, cos(q/2) = 0.866025, YR = 8.660254e-03 a.u.
SigmaR = -5.00000e-07-8.66025e-07j Eh^2, GammaR = 1.73205e-06 Eh^2
G01 = 2.19454e+05+1.60158e+04j Eh^-2, |G01|^2 = 4.84165e+10 Eh^-4
w*kappa = 3.87500e-02 a.u.
T: Caroli 0.324788, closed 0.324788, matching 0.324788
-- w (Eh), T for kc, T for best spring --
1.00e-05  0.816223  0.816323
2.50e-04  0.755918  0.814253
5.00e-04  0.613952  0.807739
1.00e-03  0.324788  0.776269
1.50e-03  0.143735  0.690939
1.90e-03  0.045404  0.435376
2.50e-03  0.000000  0.000000
pinned k0 = 0.01 Eh/bohr^2, w = 1e-06 Eh: T = 1.59951e-04, law 1.60000e-04
K(10 K) = 4.24484e-11 a.u./K = 7.6508 pW/K, kBT = 3.16681e-05 Eh
K(300 K) = 3.61936e-10 a.u./K = 65.2346 pW/K, kBT = 9.50043e-04 Eh
10 K: quantum pi kB^2 T/6 = 5.25101e-11, times T0 = 4.28654e-11 a.u./K
10 K: K/(T0*quantum) = 0.99027, series 1+corr = 0.98998
integral of T dw = 7.55457e-04 Eh; classical K = 3.80761e-10 a.u./K = 68.6275 pW/K
-- TL = 400 K, TR = 200 K; chain 500+2+250 atoms, t = 1e5..4e5 a.u. --
J Caroli = 7.20115e-08 a.u. = 12.9792 nW
J evolution = 7.20115e-08 a.u.; centre started at 900 K: 7.20115e-08 a.u.
-d<H_L>/dt = -3.93316e-07 a.u.; minus J = -4.65327e-07, drift law -4.65327e-07 a.u.
equilibrium 300 K: J = -1.7e-15, -d<H_L>/dt = -5.42882e-07, law -5.42882e-07 a.u.
kc = 0.5 Eh/bohr^2: localized mode at 5.83818e-03 Eh
  J Caroli = 1.19988e-07, J evolution = 1.19988e-07 a.u.
ALL CHECKS PASSED
```
